# The unified method for the ground-state energy of a heliumlike ion: verification in Python

```python
# Drake's unified method, 1s^2 heliumlike ion; hartree units, point infinitely heavy nucleus.
# lam=1/Z, x=Z*alpha, g=sqrt(1-x^2), u=r12, lengths scaled by 1/Z, E=Z^2 sum eps_ij lam^i x^(2j).
# Tested: E_U=Z^2[e(lam)+x^2 b(lam)+d(x)+lam s(x)-(-1+5lam/8)-x^2(-1/4+(1-3ln2/4)lam)]
# e: Schroedinger, b: Breit-Pauli, d: two Dirac 1s, s: one-photon exchange; first missing cell lam^2 x^4.
import numpy as np, mpmath as mp, sympy as sp
from numpy.polynomial import legendre as lg, Chebyshev, Polynomial
from scipy.special import eval_genlaguerre as Lag, roots_laguerre, gammaln, eval_legendre
from scipy.linalg import eigh, block_diag
from scipy.integrate import quad
from scipy.constants import alpha, physical_constants as pc
pi = np.pi; Z = 30; lamZ = 1/Z; xZ = Z*alpha; eV = pc['Hartree energy in eV'][0]
eps11 = 1-0.75*np.log(2); eps11C = 0.75-0.75*np.log(2)
# ---- rows: closed forms in y = x^2
mp.mp.dps = 30
gam = lambda y: mp.sqrt(1-y)
Ih = lambda a, b: mp.betainc(a, b, 0, 0.5, regularized=True)
F0 = lambda y: 2/gam(y)*Ih(2*gam(y)+1, 2*gam(y))
G1 = lambda y: 4*mp.gamma(2*gam(y)-1)*mp.gamma(2*gam(y)+2)/mp.gamma(2*gam(y)+1)**2*Ih(2*gam(y)+2, 2*gam(y)-1)
srow = lambda y: F0(y)+2*y/3*G1(y)
drow = lambda y: -2/(1+gam(y))
ts = [float(t) for t in mp.taylor(srow, 0, 2)]; td = [float(t) for t in mp.taylor(drow, 0, 2)]
assert abs(ts[0]-0.625) < 1e-12 and abs(ts[1]-eps11) < 1e-12
assert abs(float(mp.diff(F0, 0))-eps11C) < 1e-12
# explicit spinors: Dirac equation, current conservation, angular factors
sig = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
al = np.array([np.block([[0*s, s], [s, 0*s]]) for s in sig]); g = np.sqrt(1-xZ**2)
def unit(n): return np.vstack([np.sqrt(1+g)*np.eye(2), 1j*np.sqrt(1-g)*np.tensordot(n, sig, 1)])/np.sqrt(2)
def spin(v):
    q = np.linalg.norm(v); return q**(g-1)*np.exp(-q)*unit(v/q)
cur = lambda w: np.einsum('pa,ipq,qb->iab', w.conj(), al, w)
v0 = np.array([0.4, -0.7, 0.5]); h = 1e-4; I3 = np.eye(3)
Hps = sum(-1j/xZ*al[i]@(spin(v0+h*I3[i])-spin(v0-h*I3[i]))/(2*h) for i in range(3)) \
    + np.diag([0, 0, -2, -2])@spin(v0)/xZ**2-spin(v0)/np.linalg.norm(v0)
assert abs(Hps-float(drow(xZ**2))/2*spin(v0)).max() < 1e-6
assert abs(sum(cur(spin(v0+h*I3[i]))[i]-cur(spin(v0-h*I3[i]))[i] for i in range(3))/(2*h)).max() < 1e-7
ct, wt = lg.leggauss(6); ph = np.arange(8)*pi/4
ns = np.array([[np.sqrt(1-c*c)*np.cos(p), np.sqrt(1-c*c)*np.sin(p), c] for c in ct for p in ph])
wa = np.repeat(wt, 8)/16
den = np.array([unit(n).conj().T@unit(n) for n in ns]); J = np.array([cur(unit(n)) for n in ns])
K = np.outer(den[:, 0, 0], den[:, 1, 1])-J[:, :, 0, 0]@J[:, :, 1, 1].T \
    - np.outer(den[:, 0, 1], den[:, 1, 0])+J[:, :, 0, 1]@J[:, :, 1, 0].T
Ak = [(wa@(K*eval_legendre(k, ns@ns.T))@wa).real for k in range(4)]
assert np.allclose(Ak, [1, 2*xZ**2/3, 0, 0], atol=1e-12)
# radial panel grid in ln r with spectral cumulative integration
xi, wi = lg.leggauss(16); hp = 0.25; t0 = np.arange(-25, 4.7, hp)
Icum = lg.legval(xi, lg.legint(np.eye(16), lbnd=-1)).T@np.linalg.inv(lg.legvander(xi, 15))
r = np.exp((t0[:, None]+hp*(xi+1)/2).ravel()); wr = np.tile(wi, len(t0))*r*hp/2
def cum(f):
    F = (f*r*hp/2).reshape(-1, 16); tot = F@wi
    return (F@Icum.T+(np.cumsum(tot)-tot)[:, None]).ravel()
rho = r**(2*g)*np.exp(-2*r); rho /= wr@rho
Rk = [2*wr@(rho*cum(rho*r**k)/r**(k+1)) for k in (0, 1)]
sZ = float(srow(xZ**2)); dZ = float(drow(xZ**2))
assert abs(Ak[0]*Rk[0]+Ak[1]*Rk[1]-sZ) < 1e-10
# orbit-orbit kernel is the transverse propagator and is divergence-free
X = sp.symbols('X0:3', positive=True); R = sp.sqrt(sum(a*a for a in X))
M = sp.Matrix(3, 3, lambda i, j: (int(i == j)/R+X[i]*X[j]/R**3)/2)
assert sp.simplify(M-sp.eye(3)/R+sp.hessian(R, X)/2) == sp.zeros(3)
assert sp.simplify(sum(sp.diff(M[i, 0], X[i]) for i in range(3))) == 0
# ---- columns: Pekeris basis, px=r2+u-r1, py=r1+u-r2, pw=2(r1+r2-u)
Om = 12
idx = np.array([(l, m, n) for l in range(Om+1) for m in range(l, Om+1) for n in range(Om+1) if l+m+n <= Om])
il, im, iw = idx.T
def tab(z):
    n = np.arange(Om+1)[None, :]; z = z[:, None]
    L0 = Lag(n, 0.0, z); L1 = -Lag(np.maximum(n-1, 0), 1.0, z)*(n > 0); L2 = Lag(np.maximum(n-2, 0), 2.0, z)*(n > 1)
    return L0, L1-L0/2, L2-L1+L0/4
def build(px, py, pw, order):
    A, B, C = tab(px), tab(py), tab(pw)
    D = lambda o: (A[o[0]][:, il]*B[o[1]][:, im]+A[o[0]][:, im]*B[o[1]][:, il])*C[o[2]][:, iw]
    E3 = np.eye(3, dtype=int); dirs = {'1': (-1, 1, 2), '2': (1, -1, 2), 'u': (1, 1, -2)}
    out = {'0': D((0, 0, 0))}
    if order > 0:
        D1 = [D(E3[i]) for i in range(3)]
        for k, p in dirs.items(): out[k] = sum(p[i]*D1[i] for i in range(3))
    if order > 1:
        D2 = {(i, j): D(E3[i]+E3[j]) for i in range(3) for j in range(i, 3)}
        for k in ('11', '22', 'uu', '12', '1u', '2u'):
            p, q = dirs[k[0]], dirs[k[1]]
            out[k] = sum(p[i]*q[j]*D2[min(i, j), max(i, j)] for i in range(3) for j in range(3))
    return out
zl, wl = roots_laguerre(17)
def duffy(nc):
    c, wc = lg.leggauss(nc); a, b, cc = [q.ravel() for q in np.meshgrid(zl, zl, (c+1)/2, indexing='ij')]
    return a, b*cc, b*(1-cc), np.einsum('i,j,k->ijk', wl, wl*zl, wc/2).ravel()
def geom(px, py, pw, w):
    r1, r2, u = py/2+pw/4, px/2+pw/4, (px+py)/2
    return (r1, r2, u, (r1**2+u**2-r2**2)/(2*r1*u), (r2**2+u**2-r1**2)/(2*r2*u),
            (r1**2+r2**2-u**2)/(2*r1*r2), pi**2*r1*r2*u*w)
a, b, c, w = duffy(17); GA = geom(b, c, a, w); PA = build(b, c, a, 2)   # absorbs 1/u
a, b, c, w = duffy(26); GB = geom(a, b, c, w); PB = build(a, b, c, 1)   # absorbs 1/r1
Pn = build(zl, 0*zl, 0*zl, 0)['0']; Pe = build(0*zl, 0*zl, zl, 0)['0']
r1, r2, u, c1, c2, c12, W = GA
mat = lambda p, f, q: (PA[p]*(W*f)[:, None]).T@PA[q]
S = mat('0', 1, '0'); V12 = mat('0', 1/u, '0'); cr = mat('1', c1, 'u')+mat('2', c2, 'u')
H0 = 0.5*(mat('1', 1, '1')+mat('2', 1, '2')+2*mat('u', 1, 'u')+cr+cr.T)-mat('0', 1/r1+1/r2, '0')
grad2 = lambda f, k1, k2: f['1']**2+f['2']**2+2*f['u']**2+2*f['u']*(k1*f['1']+k2*f['2'])
def column(lam, om=Om):
    k = np.where(idx.sum(1) <= om)[0]; ix = np.ix_(k, k); H = H0+lam*V12
    v = np.zeros(len(idx)); v[k] = eigh(H[ix], S[ix], subset_by_index=[0, 0])[1][:, 0]
    v /= np.sqrt(v@S@v); e = v@H@v
    f = {q: P@v for q, P in PA.items()}; fb = {q: P@v for q, P in PB.items()}
    s1, s2, su, k1, k2, _, WB = GB
    d1 = (4*WB@(fb['0']**2*(e+1/s1+1/s2-lam/su)/s1)-2*WB@(grad2(fb, k1, k2)/s1))/(4*pi)
    ev = e+1/r1+1/r2-lam/u
    l1 = f['11']+2*f['1']/r1+f['uu']+2*f['u']/u+2*c1*f['1u']
    l2 = f['22']+2*f['2']/r2+f['uu']+2*f['u']/u+2*c2*f['2u']
    p4 = 4*(W@(f['0']**2*(ev**2-1/r1**2-1/r2**2))+2*WB@(fb['0']**2/s1**2))-2*W@(l1*l2)
    du = 4*pi/64*wl@(zl*(Pe@v))**2
    g12 = f['1']*f['2']*c12-f['u']*(c1*f['1']+c2*f['2'])-f['u']**2
    oo = -0.5*W@((g12-(c1*f['1']+f['u'])*(c2*f['2']+f['u']))/u)
    oo2 = 0.5*W@(f['0']*(f['12']*(c12-c1*c2)-2*c2*f['2u']-2*c1*f['1u']-2*f['uu']-2*f['u']/u)/u)
    return dict(e=e, b=-p4/8+pi*d1+lam*pi*du+lam*oo, p4=p4, d1=d1, du=du, oo=oo, oo2=oo2,
                d1dir=4*pi/8*wl@(zl*(Pn@v))**2, p12=W@g12, T=0.5*W@grad2(f, c1, c2), T2=-0.5*W@(f['0']*(l1+l2)),
                duglob=(2*W@(f['0']**2*ev/u)-W@(grad2(f, c1, c2)/u))/(4*pi))
nodes = 0.25*np.cos(pi*(np.arange(13)+0.5)/13); cols = [column(q) for q in nodes]
ce, cb = [Chebyshev.fit(nodes, [q[k] for q in cols], 12).convert(kind=Polynomial).coef for k in 'eb']
# the four shared cells: correlated columns against Dirac rows
assert abs(ce[0]-td[0]) < 1e-9 and abs(ce[1]-ts[0]) < 1e-8 and abs(cb[0]-td[1]) < 1e-7
assert abs(cb[1]-ts[1]) < 1e-4      # limited by basis convergence
En, U = eigh(H0, S); e2 = -np.sum((U[:, 1:].T@V12@U[:, 0])**2/(En[1:]-En[0]))
assert abs(e2-ce[2]) < 1e-7
assert abs(cols[0]['oo']) > 1e-3 and abs(cols[0]['oo']-cols[0]['oo2']) < 1e-8
C = column(lamZ); C10 = column(lamZ, 10)
assert abs(C['T']-C['T2']) < 1e-9 and abs(C['T']+C['e']) < 1e-6
assert abs(C['d1dir']/C['d1']-1) < 1e-4 and abs(C['duglob']/C['du']-1) < 2e-4
assert 0 <= C10['e']-C['e']+1e-12 < 1e-8 and abs(C10['b']-C['b']) < 1e-5
# ---- all-order model: Dirac-Hartree-Fock (Coulomb only) against its unified value
def scf(lam, x):
    ga = np.sqrt(1-x*x); n = np.arange(28)[None, :]; rr = r[:, None]
    pre = rr**ga*np.exp(-rr+0.5*((2*ga+1)*np.log(2)+gammaln(n+1)-gammaln(n+2*ga+1)))
    F = pre*Lag(n, 2*ga, 2*rr); dF = F*(ga/rr-1)-2*pre*Lag(np.maximum(n-1, 0), 2*ga+1, 2*rr)*(n > 0)
    Fw = F*wr[:, None]; Sm = Fw.T@F; Y = 0*r
    for _ in range(30):
        V = -1/r+lam*Y; Vm = (Fw*V[:, None]).T@F
        if x > 0:
            B = Fw.T@(dF-F/rr)/x
            ev, Uv = eigh(np.block([[Vm, B.T], [B, Vm-2*Sm/x**2]]), block_diag(Sm, Sm))
            j = np.argmax(ev > -1/x**2); P = F@Uv[:28, j]; dens = P**2+(F@Uv[28:, j])**2
        else:
            ev, Uv = eigh(0.5*(dF*wr[:, None]).T@dF+Vm, Sm); j = 0; P = F@Uv[:, 0]; dens = P**2
        Y = cum(dens)/r+wr@(dens/r)-cum(dens/r)
    E = 2*ev[j]-lam*wr@(dens*Y)
    if x > 0: return E
    k = ev[0]-V; dP = dF@Uv[:, 0]
    return E, wr@(-k*k*dens+k*dens/r-0.5*(dP-P/r)**2/r-lam*dens**2/(4*r*r))
def resid(lam, x):
    e, bb = scf(lam, 0); y = x*x
    return scf(lam, x)-(e+y*bb+float(drow(y))+lam*float(F0(y))-(-1+0.625*lam)-y*(-0.25+eps11C*lam))
assert abs(scf(0, xZ)-dZ) < 1e-10
Ra, Rb, Rc = resid(0.1, 0.2), resid(0.05, 0.2), resid(0.1, 0.1)
pl, px_ = np.log2(Ra/Rb), np.log2(Ra/Rc)
assert abs(pl-2) < 0.2 and abs(px_-4) < 0.2      # next cells shift the exponents slightly
RZ = resid(lamZ, xZ); twiceC = xZ**2*lamZ*eps11C
assert abs(RZ) < xZ**4*lamZ**2 and abs(RZ) < 0.01*twiceC
# ---- worked example
cells = Z*Z*np.array([-1, 0.625*lamZ, -0.25*xZ**2, eps11*lamZ*xZ**2])
sums = Z*Z*np.array([C['e'], xZ**2*C['b'], dZ, lamZ*sZ]); EU = sums.sum()-cells.sum(); IP = Z*Z*dZ/2-EU
Mu, Rfm = 64.0, 4.0
Rn = Rfm*1e-15/pc['Bohr radius'][0]; R0 = np.sqrt(5/3)*Rn
fs = quad(lambda q: 4*Z**3*q*q*np.exp(-2*Z*q)*(Z/q-Z*(3-q*q/R0**2)/(2*R0)), 0, R0, epsabs=1e-14)[0]
assert abs(fs/(2/3*Z**4*Rn**2)-1) < 5e-3         # next order is Z*R0
mM = pc['electron mass in u'][0]/Mu
def out(label, val, unit='', f='.8f'): print(f'{label} = {val:{f}} {unit}')
out('Z', Z, '', 'd'); out('1/alpha', 1/alpha, '', '.6f'); out('x = Z alpha', xZ); out('gamma', g)
out('hartree', eV, 'eV', '.6f'); out('basis size (Omega=12)', len(idx), '', 'd')
print('column e: eps00..eps40 =', ' '.join(f'{q:.7f}' for q in ce[:5]))
print('column b: eps01..eps31 =', ' '.join(f'{q:.5f}' for q in cb[:4]))
print('row d: eps00..eps02 =', ' '.join(f'{q:.7f}' for q in td))
print('row s: eps10..eps12 =', ' '.join(f'{q:.7f}' for q in ts))
out('eps11 column minus row', cb[1]-ts[1], '', '.1e'); out('eps20 sum over states', e2, '', '.7f')
out('eps11 Coulomb part', eps11C, '', '.7f')
out('F0', Rk[0]); out('G1', Rk[1]); out('angular factor k=1', Ak[1]); out('s', sZ); out('d', dZ)
out('e', C['e'], '', '.9f'); out('b', C['b'], '', '.7f')
for k, lab in (('p4', '<p1^4+p2^4>'), ('d1', '<delta(r1)>'), ('du', '<delta(u)>'), ('oo', 'orbit-orbit'), ('p12', '<p1.p2>')):
    out('scaled '+lab, C[k], '', '.7f')
for lab, q in zip(('Z^2 e', 'Z^2 x^2 b', 'Z^2 d', 'Z s'), sums): out(lab, q, 'Eh', '.6f')
for lab, q in zip(('00', '10', '01', '11'), cells): out('shared cell '+lab, q, 'Eh', '.6f')
out('sum of four sums', sums.sum(), 'Eh', '.6f'); out('sum of shared cells', cells.sum(), 'Eh', '.6f')
out('rest of column 0 (i>=2)', sums[0]-cells[0]-cells[1], 'Eh', '.6f')
out('rest of column 1 (i>=2)', sums[1]-cells[2]-cells[3], 'Eh', '.6f')
out('rest of row 0 (j>=2)', sums[2]-cells[0]-cells[2], 'Eh', '.6f')
out('rest of row 1 (j>=2)', sums[3]-cells[1]-cells[3], 'Eh', '.6f')
out('E_U', EU, 'Eh', '.6f'); out('E_U', EU*eV, 'eV', '.3f')
out('Dirac 1s energy', Z*Z*dZ/2, 'Eh', '.6f')
out('ionization energy', IP, 'Eh', '.6f'); out('ionization energy', IP*eV, 'eV', '.3f')
out('E_U change Omega 10 to 12', Z*Z*(C['e']-C10['e']+xZ**2*(C['b']-C10['b'])), 'Eh', '.1e')
out('DHF residual (lam,x)=(0.1,0.2)', Ra, '', '.4e'); out('DHF residual (0.05,0.2)', Rb, '', '.4e')
out('DHF residual (0.1,0.1)', Rc, '', '.4e'); print(f'exponents in lam, x = {pl:.3f} {px_:.3f}')
out('DHF energy Z=30', Z*Z*scf(lamZ, xZ), 'Eh', '.6f'); out('DHF minus unified', Z*Z*RZ, 'Eh', '.6f')
out('that residual / x^4', Z*Z*RZ/xZ**4, 'Eh', '.4f'); out('error if cell 11 twice (DHF)', Z*Z*twiceC, 'Eh', '.6f')
print(f'scales alpha^3 Z^4/pi, x^3, x^4 = {alpha**3*Z**4/pi:.4f} {xZ**3:.4f} {xZ**4:.4f} Eh')
print(f'rough inputs: M = {Mu:.0f} u, R = {Rfm:.0f} fm, m/M = {mM:.2e}')
out('recoil size', mM*Z*Z*(C['p12']-C['e']), 'Eh', '.4f')
out('nuclear size, leading', 4*pi/3*Z**4*Rn**2*C['d1'], 'Eh', '.4f')
print('all assertions hold')
```

It prints:

```
Z = 30 
1/alpha = 137.035999 
x = Z alpha = 0.21892058 
gamma = 0.97574268 
hartree = 27.211386 eV
basis size (Omega=12) = 252 
column e: eps00..eps40 = -1.0000000 0.6250000 -0.1576663 0.0086987 -0.0008883
column b: eps01..eps31 = -0.25000 0.48015 -0.63652 0.45634
row d: eps00..eps02 = -1.0000000 -0.2500000 -0.1250000
row s: eps10..eps12 = 0.6250000 0.4801396 0.2196533
eps11 column minus row = 6.9e-06 
eps20 sum over states = -0.1576663 
eps11 Coulomb part = 0.2301396 
F0 = 0.63637658 
G1 = 0.38047384 
angular factor k=1 = 0.03195081 
s = 0.64853302 
d = -1.01227757 
e = -0.979341530 
b = -0.2346857 
scaled <p1^4+p2^4> = 9.7315600 
scaled <delta(r1)> = 0.3112886 
scaled <delta(u)> = 0.0372765 
scaled orbit-orbit = -0.0025828 
scaled <p1.p2> = 0.0043128 
Z^2 e = -881.407377 Eh
Z^2 x^2 b = -10.122837 Eh
Z^2 d = -911.049813 Eh
Z s = 19.455991 Eh
shared cell 00 = -900.000000 Eh
shared cell 10 = 18.750000 Eh
shared cell 01 = -10.783399 Eh
shared cell 11 = 0.690338 Eh
sum of four sums = -1783.124036 Eh
sum of shared cells = -891.343061 Eh
rest of column 0 (i>=2) = -0.157377 Eh
rest of column 1 (i>=2) = -0.029776 Eh
rest of row 0 (j>=2) = -0.266413 Eh
rest of row 1 (j>=2) = 0.015652 Eh
E_U = -891.780975 Eh
E_U = -24266.597 eV
Dirac 1s energy = -455.524906 Eh
ionization energy = 436.256069 Eh
ionization energy = 11871.132 eV
E_U change Omega 10 to 12 = -1.1e-05 Eh
DHF residual (lam,x)=(0.1,0.2) = -1.4003e-06 
DHF residual (0.05,0.2) = -3.5626e-07 
DHF residual (0.1,0.1) = -8.5034e-08 
exponents in lam, x = 1.975 4.042
DHF energy Z=30 = -892.074287 Eh
DHF minus unified = -0.000207 Eh
that residual / x^4 = -0.0903 Eh
error if cell 11 twice (DHF) = 0.330892 Eh
scales alpha^3 Z^4/pi, x^3, x^4 = 0.1002 0.0105 0.0023 Eh
rough inputs: M = 64 u, R = 4 fm, m/M = 8.57e-06
recoil size = 0.0076 Eh
nuclear size, leading = 0.0060 Eh
all assertions hold
```
